Bi³⁺ 6s in an oxygen octahedron: the √6 coupling, part 1

(Sections cited here and not found follow in the second part.)

## First half: the coupling and the two levels it produces

The 6s orbital of a Bi³⁺ ion at the centre of a regular oxygen octahedron couples to one combination of the six oxygen σ orbitals, the one in which all six enter with equal weight and equal sign. The strength of this coupling is √6 times the hopping of a single bond. With s for the 6s orbital, σ₁ to σ₆ for the oxygen orbitals and t for the magnitude of the single-bond hopping,

A = (σ₁ + σ₂ + σ₃ + σ₄ + σ₅ + σ₆)/√6,

⟨s|H|A⟩ = −√6 t.

The five combinations of σ orbitals orthogonal to A have no coupling to s, and neither do the twelve oxygen 2p orbitals that lie across the bonds. The minus sign belongs to a choice of orbital signs explained below; the strength is the magnitude √6 t.

The setting is a mean-field description, in which each electron moves in an effective one-electron Hamiltonian H. The Bi nucleus is at the origin and the oxygen nuclei are at distance d along +x, −x, +y, −y, +z and −z, numbered 1 to 6 in that order. The Hamiltonian has the symmetry of this arrangement: any rotation that carries the octahedron into itself leaves H unchanged. Each oxygen contributes three 2p orbitals. One lies along the line to Bi and is called σᵢ; its positive lobe is taken to point towards Bi. The other two are perpendicular to that line and are called π orbitals. Spin adds a factor of two to the number of electrons each level can hold and plays no other part here.

The orbitals are taken to be orthonormal. Atomic orbitals on neighbouring atoms overlap, so this needs a justification. Let χ_μ be the original real orbitals and S the matrix of their overlaps. The symmetrically orthogonalised orbitals are

χ′_μ = Σ_ν χ_ν (S⁻¹ᐟ²)_νμ.

Their overlap matrix is S⁻¹ᐟ² S S⁻¹ᐟ² = 1, so they are orthonormal. They also keep the symmetry. A rotation of the octahedron turns the original orbitals into one another through an orthogonal matrix D, and since a rotation does not change overlaps, Dᵀ S D = S. Multiplying from the left by D, and using D Dᵀ = 1, gives S D = D S. A matrix that commutes with S commutes with every function of S, hence with S⁻¹ᐟ². The new orbitals are therefore carried into one another by the same D as the old ones. They can have tails on neighbouring atoms, but they can still be labelled s, σ and π, and every symmetry argument below applies to them. The hopping t is defined with these orbitals.

The first step is to show that the six σ hoppings are equal. Let R be a rotation of the octahedron that carries oxygen 1 to oxygen i. It carries the inward-pointing orbital σ₁ to the inward-pointing orbital σᵢ, with no change of sign, and it leaves the spherical orbital s as it was. Because R leaves H unchanged,

⟨s|H|σ₁⟩ = ⟨Rs|H|Rσ₁⟩ = ⟨s|H|σᵢ⟩.

Such a rotation exists for every i, since quarter turns about the axes take any corner of an octahedron to any other. All six matrix elements thus have one common value, written as

⟨s|H|σᵢ⟩ = −t, with t > 0.

The sign can be understood from the lobes. The positive 6s function meets the positive lobe of σᵢ in the bond, where the potential is attractive, and the in-phase combination is the bonding one. A negative matrix element lowers the energy of the in-phase combination, as it should. Had the positive lobes been chosen to point away from Bi, each σᵢ would change sign and the matrix element would be +t. No energy would change.

The second step disposes of the π orbitals. Take one of them, πᵢ, and rotate the whole system by half a turn about the line joining Bi to oxygen i. This is a rotation of the octahedron, so H is unchanged, and s is unchanged as well. The orbital πᵢ is perpendicular to the axis of rotation, so its two lobes change places and it becomes −πᵢ. Therefore

⟨s|H|πᵢ⟩ = ⟨s|H|(−πᵢ)⟩ = −⟨s|H|πᵢ⟩,

and a number equal to its own negative is zero.

The third step collects these results. Acting with H on s produces a function with parts in many orbitals. Its part within the oxygen 2p set is found by taking the matrix element with each oxygen orbital and multiplying by that orbital. The π orbitals contribute nothing and the σ orbitals contribute −t each:

(H s) in the oxygen 2p set = −t (σ₁ + σ₂ + σ₃ + σ₄ + σ₅ + σ₆).

The sum in brackets is not normalised. Its squared length is 6, because each orbital has squared length 1 and the cross terms vanish. Dividing and multiplying by √6 gives

(H s) in the oxygen 2p set = −√6 t A.

This one equation contains the whole result. The function that s reaches by hopping is A and nothing else in the set, and its amplitude is −√6 t. The same number follows from the matrix element written out directly:

⟨s|H|A⟩ = (1/√6) × [6 × (−t)] = −(6/√6) t = −√6 t.

The factor is √6 and not 6 because the electron, when it is in A, has amplitude 1/√6 on each oxygen. Six paths add in phase, each weakened by 1/√6. Another way to see it is through squares. The sum of the squared couplings of s to a complete orthonormal set of oxygen orbitals does not depend on which set is chosen. In the set of separate bonds it is 6 × t². In the set made of A and its orthogonal partners it is the square of a single coupling, which must be 6t².

That no other combination does as well can be shown without any group theory. A general normalised combination of σ orbitals is Σ cᵢσᵢ with Σ|cᵢ|² = 1, and its coupling to s is −t Σcᵢ. Consider the sum of |cᵢ − cⱼ|² over all i and j. Expanding the square gives

½ Σᵢⱼ |cᵢ − cⱼ|² = ½ Σᵢⱼ (|cᵢ|² + |cⱼ|²) − Re Σᵢⱼ cᵢ* cⱼ.

The first double sum on the right is ½ × (6 + 6) = 6, since each of its two terms is summed six times over the free index. The second is |Σcᵢ|². Hence

|Σcᵢ|² = 6 − ½ Σᵢⱼ |cᵢ − cⱼ|² ≤ 6.

The largest possible coupling is √6 t, and it is reached when all the cᵢ are equal, that is, by A up to a phase factor. A combination orthogonal to A has Σcᵢ = 0 and no coupling. A convenient choice of the five is

(σ₁ − σ₂)/√2, (σ₃ − σ₄)/√2, (σ₅ − σ₆)/√2,

(σ₁ + σ₂ − σ₃ − σ₄)/2,

(2σ₅ + 2σ₆ − σ₁ − σ₂ − σ₃ − σ₄)/√12.

In each the coefficients add to zero. The first three change sign under inversion through Bi and have the symmetry of the Bi 6p orbitals. The last two have the symmetry of two d orbitals. For an s orbital at the centre, the hops from different oxygens cancel in all five.

These symmetry statements were tested on integrals calculated from a Hamiltonian in space. The test system has one electron and seven unit positive charges, one at the centre and six at 4.35 bohr from it. The basis is a Gaussian s function at the centre, with exponent 0.35 in inverse square bohr, and three Gaussian p functions with exponent 0.60 on each outer site. It is a test of symmetry and not a calculation of Bi. After symmetric orthogonalisation, the length of the full vector of eighteen couplings, divided by one σ hopping, is 2.449490, which is √6 to the digits shown. The largest π coupling, divided by the same hopping, is 0.000000. When the centre was moved by 0.4 bohr along an axis, the six σ hoppings became unequal by more than 1% of their original value. The equality thus comes from the symmetry and not from the choice of functions.

The energies follow once the orbital energies are given. Let E_s be the energy of 6s and E_p that of every oxygen 2p orbital, and for the moment let there be no hopping between oxygens. Then s and A form a closed pair, while the other 17 of the 18 oxygen orbitals stay at E_p. For a state c_s s + c_A A of energy E, the projections of H ψ = E ψ on s and A are

(E_s − E) c_s − √6 t c_A = 0,

−√6 t c_s + (E_p − E) c_A = 0.

A solution other than zero needs a vanishing determinant:

(E − E_s)(E − E_p) = 6t².

Multiplying out gives E² − (E_s + E_p)E + E_s E_p − 6t² = 0. In the solution of this quadratic, the quantity under the root is ¼(E_s + E_p)² − E_s E_p + 6t², and the first two terms combine to ¼(E_p − E_s)². The two levels are

E± = (E_s + E_p)/2 ± √[((E_p − E_s)/2)² + 6t²].

The first of the two projected equations gives the composition of the upper state:

c_A/c_s = −(E₊ − E_s)/(√6 t).

The ratio is negative, so the 6s function and the inward lobes have opposite signs and there is a node in every bond. The upper state is antibonding. Squaring the ratio and replacing 6t² by (E₊ − E_s)(E₊ − E_p) gives

|c_A|²/|c_s|² = (E₊ − E_s)/(E₊ − E_p).

Since |c_s|² + |c_A|² = 1, the share of 6s in the upper state is

w = |c_s|² = 1/(1 + |c_A|²/|c_s|²) = (E₊ − E_p)/(2E₊ − E_s − E_p).

A numerical example uses rough round values in the regime of the double perovskite Ba₂BiTaO₆: d = 0.23 nm, E_p = 0 as the zero of energy, E_s = −5 eV and t = 2 eV. The group coupling is

√6 t = 2.449 × 2 eV = 4.899 eV.

The mean of the two orbital energies is −2.5 eV and half their separation is 2.5 eV, so

E± = −2.5 eV ± √(6.25 + 24) eV = −2.5 eV ± 5.5 eV,

which gives E₋ = −8.0 eV and E₊ = 3.0 eV. The 6s share of the upper state is 3/(6 + 5) = 27.3%. The remaining 72.7% is spread equally over six oxygens, 12.1% on each. Diagonalising the full matrix of 19 orbitals, built from the directions of the bonds with no use of A, gives one level at −8 eV, seventeen at 0 and one at 3 eV, as the formula requires.

A single Bi–O bond with the same t would have its upper level at

−2.5 eV + √(6.25 + 4) eV = 0.702 eV.

Five more oxygens raise the antibonding level from 0.7 eV to 3.0 eV, a factor of 4.3. This factor depends on how t compares with the separation Δ = E_p − E_s, taken positive. If √6 t is much smaller than Δ, expanding the square root gives

E₊ ≈ E_p + 6t²/Δ,

and six bonds raise the level six times as much as one. If t is much larger than Δ, E₊ − E_p tends to √6 t, and the factor tends to √6. The example lies between these limits. The expansion would give 24/5 = 4.8 eV in place of 3.0 eV, and it cannot be mended by further terms. Written as (Δ/2)√(1 + x), the square root has x = 24t²/Δ² = 96/25 = 3.84, and the power series in x converges for |x| < 1.

The link to p-type conduction comes from counting electrons. Bi³⁺ keeps two 6s electrons, and six O²⁻ ions have 36 electrons in their 2p shells. These 38 electrons fill all 19 orbitals of the cluster, the antibonding one included. Its energy is the highest of the 19, so the first electron to be removed comes from it. The hole left behind is 27% on Bi and 73% on oxygen in this cluster model. Without the 6s electrons the hole would sit in oxygen orbitals alone, at E_p. In this cluster, with no hopping between oxygens, the filled 6s shell lifts the top of the occupied levels by 3.0 eV, which makes it easier to take an electron out. Hopping between oxygens, added in the second half, makes the lift smaller.

Filling both levels brings no net bonding in this model. The sum E₊ + E₋ equals E_s + E_p, because the two square roots cancel, so the four electrons in the pair have the same total energy with the hopping as without it. The coupling shows itself in the position and the shape of the highest level.

For six equal bonds and no hopping between oxygens, the Bi 6s orbital couples only to the symmetric combination A, with strength √6 t, and the antibonding level this produces is the highest filled one, at 3.0 eV in the example. What remains is to see how unequal bonds, hopping between oxygens, displacements and vibrations change this picture, and what becomes of it in a crystal.
